# First-order ferroelectric transition driven by the cubic invariant of a Td parent: a program that tests the result

```python
"""
Result under test: for a parent phase of class Td with free-energy density
    F = a P^2/2 + b P^4/4 + c (Px^4+Py^4+Pz^4)/4 - g Px Py Pz
the equilibrium polarization jumps at a_t = 2 g^2 / (27 (b + c/3)).
The main case has c = 0; then the jump is P_t = 2 g / (3 sqrt(3) b).
Symbols: P polarization (uC/cm2), E field (MV/cm), F energy density (J/cm3),
a = alpha (T - T0) with alpha = 1/(eps0 * Curie constant).
In these units (MV/cm)*(uC/cm2) = J/cm3, and 1 J/cm3 = 1e-21 J/nm3.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(7)
root3 = np.sqrt(3.0)
n111 = np.ones(3) / root3


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


# ---- Polynomial invariants of Td, built from permutations of a tetrahedron
vertices = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
group = [vertices[list(p)].T @ vertices / 4
         for p in itertools.permutations(range(4))]
points = rng.normal(size=(40, 3))
invariant_count = []
for degree in range(1, 5):
    powers = [m for m in itertools.product(range(degree + 1), repeat=3)
              if sum(m) == degree]
    averaged = np.array([[np.mean([np.prod((R @ p) ** np.array(m))
                                   for R in group]) for m in powers]
                         for p in points])
    invariant_count.append(int(np.linalg.matrix_rank(averaged, tol=1e-9)))
assert invariant_count == [0, 1, 1, 2]
for R in group:
    assert np.allclose(np.prod(points @ R.T, axis=1), np.prod(points, axis=1))

# ---- Elimination of shear strain at zero stress
x, y, z, h, q, C = sp.symbols("x y z h q C", positive=True)
s1, s2, s3 = sp.symbols("s1 s2 s3")
elastic = (C * (s1**2 + s2**2 + s3**2) / 2 - h * (x*s1 + y*s2 + z*s3)
           - q * (y*z*s1 + z*x*s2 + x*y*s3))
relaxed = sp.solve([sp.diff(elastic, s) for s in (s1, s2, s3)], [s1, s2, s3])
poly = sp.Poly(sp.expand(elastic.subs(relaxed)), x, y, z)
assert sp.simplify(poly.coeff_monomial(x**2) + h**2 / (2*C)) == 0
assert sp.simplify(poly.coeff_monomial(x*y*z) + 3*h*q / C) == 0


# ---- Threshold from its definition: largest a for which some P has F <= 0
def threshold(b, c, g, surface=0.0, starts=24):
    def negative_a(P):
        r2 = P @ P
        rest = (g * np.prod(P) - b * r2**2 / 4 - c * np.sum(P**4) / 4
                - surface * (P @ n111)**2 / 2)
        return -2 * rest / r2
    scale = 0.4 * abs(g) / (b + c / 3)
    runs = [minimize(negative_a, scale * rng.normal(size=3), method="BFGS")
            for _ in range(starts)]
    best = min(runs, key=lambda r: r.fun)
    return -best.fun, best.x


for b_, c_, g_ in [(1, 0, 1), (5, 0, 8), (2, 0, -3), (1, 2, 1),
                   (1, -0.9, 1), (-0.2, 1, 0.7)]:
    a_num, P_num = threshold(b_, c_, g_)
    B_ = b_ + c_ / 3
    assert close(a_num, 2 * g_**2 / (27 * B_), 1e-6)
    assert close(np.linalg.norm(P_num), 2 * abs(g_) / (3*root3*B_), 1e-3)
    assert np.ptp(np.abs(P_num)) < 2e-3 * np.linalg.norm(P_num)

# ---- Example parameters
b, g = 5.0, 8.0
T0, curie = 40.0, 50.0
alpha = 1 / (const.epsilon_0 * curie) / 1e10
a_t = 2 * g**2 / (27 * b)
P_t = 2 * g / (3 * root3 * b)
T_t = T0 + a_t / alpha


def energy(P, a, g=g):
    r2 = P @ P
    return a * r2 / 2 + b * r2**2 / 4 - g * np.prod(P)


def gradient(P, a, g=g):
    return (a + b * (P @ P)) * P - g * np.array([P[1]*P[2], P[2]*P[0],
                                                 P[0]*P[1]])


def minima(a, g=g, starts=80):
    guesses = [np.array([0.01, 0.02, 0.0])]
    guesses += [P_t * rng.normal(size=3) for _ in range(starts)]
    runs = [minimize(energy, s, args=(a, g), jac=gradient, method="BFGS",
                     options={"gtol": 1e-9}) for s in guesses]
    return sorted(runs, key=lambda r: r.fun)


# ---- Jump of the global minimum, and its absence when g = 0
above = minima(1.001 * a_t)[0]
below = minima(0.999 * a_t)
P_above, P_below = np.linalg.norm(above.x), np.linalg.norm(below[0].x)
assert P_above < 1e-5 and close(P_below, P_t, 5e-3)
domains = {tuple(np.sign(r.x).astype(int)): r.x for r in below
           if r.fun < 0.5 * below[0].fun}
assert len(domains) == 4 and all(np.prod(k) == 1 for k in domains)
d0, d1 = list(domains.values())[:2]
domain_angle = np.degrees(np.arccos(d0 @ d1 / np.linalg.norm(d0)
                                    / np.linalg.norm(d1)))
for a_ in (-0.04, -0.01):
    P_cont = np.linalg.norm(minima(a_, g=0.0, starts=10)[0].x)
    assert close(P_cont, np.sqrt(-a_ / b), 1e-3)
assert np.linalg.norm(minima(0.01, g=0.0, starts=10)[0].x) < 1e-4


# ---- Limits of metastability from overdamped relaxation in three dimensions
def relax(P, a, steps=20000, rate=0.05):
    P = np.array(P, float)
    for _ in range(steps):
        P = P - rate * gradient(P, a)
    return np.linalg.norm(P)


a_polar_limit = g**2 / (12 * b)
start = 1.15 * g / (2 * root3 * b) * n111 + np.array([0.01, -0.01, 0.0])
assert relax(start, 0.99 * a_polar_limit) > 0.4
assert relax(start, 1.01 * a_polar_limit) < 1e-6
tiny = np.array([1e-3, 5e-4, 2e-4])
assert relax(tiny, 0.05) < 1e-6 and relax(tiny, -0.05) > 0.5

# ---- Barrier, reversed state and stiffness at the transition
k = np.arange(20000) + 0.5
cos_t, phi = 1 - 2 * k / 20000, np.pi * (1 + np.sqrt(5)) * k
sin_t = np.sqrt(1 - cos_t**2)
best_product = np.max(sin_t**2 * np.cos(phi) * np.sin(phi) * cos_t)
radii = np.linspace(0, P_t, 2001)
lowest_on_sphere = a_t*radii**2/2 + b*radii**4/4 - g*best_product*radii**3
barrier = b * P_t**4 / 64
assert close(np.max(lowest_on_sphere), barrier, 0.01)
reversed_cost = energy(-P_t * n111, a_t) - energy(P_t * n111, a_t)
assert close(reversed_cost, b * P_t**4, 1e-9)
step = 1e-5
hessian = np.array([(gradient(P_t*n111 + step*e, a_t)
                     - gradient(P_t*n111 - step*e, a_t)) / (2*step)
                    for e in np.eye(3)])
stiffness = np.linalg.eigvalsh((hessian + hessian.T) / 2)
assert np.allclose(stiffness, [a_t, 6*a_t, 6*a_t], rtol=1e-6)


# ---- Entropy drop from the temperature derivative of the polar branch
def polar_energy(T):
    return minimize_scalar(lambda p: energy(p * n111, alpha * (T - T0)),
                           bounds=(0.45, 1.0), method="bounded",
                           options={"xatol": 1e-10}).fun


entropy_drop = (polar_energy(T_t + 0.01) - polar_energy(T_t - 0.01)) / 0.02
assert close(entropy_drop, alpha * P_t**2 / 2, 1e-3)


# ---- Coexistence in a field along [111], and its end point
def field_roots(a, E):
    return np.roots([b, -g / root3, a, -E])


def well_difference(a, E):
    r = np.sort(field_roots(a, E).real)
    f = [energy(p * n111, a) - E * p for p in (r[0], r[2])]
    return f[0] - f[1]


P_c = P_t / 2
E_test = 0.01
a_field = brentq(well_difference, a_t, 1.08 * a_t, args=(E_test,))
assert close(a_field - a_t, E_test / P_c, 1e-6)
a_end, E_end = g**2 / (9 * b), b * P_c**3


def real_count(a, E):
    return int(np.sum(np.abs(field_roots(a, E).imag) < 1e-6))


a_near = 0.999 * a_end
assert real_count(a_near, P_c * (a_near - 2*b*P_c**2)) == 3
assert all(real_count(1.001 * a_end, E) == 1
           for E in np.linspace(0, 3 * E_end, 3001))
assert close(P_c * (a_end - 2*b*P_c**2), E_end, 1e-9)

# ---- Sizes of effects left out of the example
T_aniso = [T0 + threshold(b, s * b, g)[0] / alpha for s in (0.5, -0.5)]
P_natural = np.sqrt(alpha * T0 / b)
sextic = b / P_natural**2
a_sextic = -minimize_scalar(
    lambda p: -2 * (g*p/(3*root3) - b*p**2/4 - sextic*p**4/6),
    bounds=(0.01, 1.5), method="bounded").fun
mode_meV = 12.0
T_half = mode_meV * 1e-3 * const.e / (2 * const.k)
slope0 = (T_half / T0 / np.sinh(T_half / T0))**2


def a_quantum(T):
    return alpha * T_half * (1/np.tanh(T_half/T) - 1/np.tanh(T_half/T0)) / slope0


T_quantum = brentq(lambda T: a_quantum(T) - a_t, T0, T0 + 20)
eps_background = 10.0
a_surface = 1 / (const.epsilon_0 * eps_background) / 1e10
T_rigid_shift = -a_surface / alpha
a_turned, P_turned = threshold(b, 0.0, g, surface=a_surface, starts=60)
assert a_t - a_surface < a_turned < a_t
kT = const.k * T_t * 1e21                      # J/cm3 times nm3
block = 3 * kT / (a_t * P_t**2)                # nm3, rms P equals the jump
weight = lambda p: p**2 * np.exp(-a_t * p**2 * block / (2 * kT))
mean_square = (quad(lambda p: p**2 * weight(p), 0, 12 * P_t)[0]
               / quad(weight, 0, 12 * P_t)[0])
assert close(mean_square, P_t**2, 1e-6)
cube_edge = 0.97
formula_volume = cube_edge**3 / 4
entropy_per_formula = entropy_drop * formula_volume * 1e-21 / const.k

# ---- Output
print("Td invariants of degree 1,2,3,4 (count):", invariant_count)
show("Input b", b, "(MV/cm)/(uC/cm2)^3")
show("Input g", g, "(MV/cm)/(uC/cm2)^2")
show("Input T0", T0, "K")
show("Input Curie constant", curie, "K")
show("alpha", alpha, "(MV/cm)/(uC/cm2)/K")
show("a_t", a_t, "(MV/cm)/(uC/cm2)")
show("a_t converted to SI", a_t * 1e10, "V m/C")
show("Threshold found by 3D search", threshold(b, 0, g)[0],
     "(MV/cm)/(uC/cm2)")
show("Transition temperature T_t", T_t, "K")
show("Jump P_t", P_t, "uC/cm2")
show("Jump P_t converted to SI", P_t * 1e-2, "C/m2")
show("Global minimum |P| at 0.999 a_t", P_below, "uC/cm2")
print("Number of equal polar domain states:", len(domains))
show("Angle between domain polarizations", domain_angle, "degrees", 5)
show("Polar phase metastable up to a", a_polar_limit, "(MV/cm)/(uC/cm2)")
show("Polar phase metastable up to T", T0 + a_polar_limit/alpha, "K")
show("Barrier at T_t", barrier * 1e3, "mJ/cm3")
show("Reversed polarization above domain state", reversed_cost * 1e3, "mJ/cm3")
show("Parent susceptibility at T_t", 1/(const.epsilon_0*a_t*1e10), "(none)")
show("Polar susceptibility along P", 1/(const.epsilon_0*stiffness[0]*1e10),
     "(none)")
show("Polar susceptibility across P", 1/(const.epsilon_0*stiffness[1]*1e10),
     "(none)")
show("Entropy drop on cooling", entropy_drop * 1e3, "mJ/(cm3 K)")
show("Latent heat", T_t * entropy_drop, "J/cm3")
show("Rough cubic cell edge used", cube_edge, "nm")
show("Entropy drop per formula unit", entropy_per_formula, "k_B", 3)
show("Test field along [111]", E_test, "MV/cm")
show("Shift of T_t in that field", (a_field - a_t)/alpha, "K", 3)
show("End-point field", E_end, "MV/cm", 3)
show("End-point temperature", T0 + a_end/alpha, "K")
show("T_t with anisotropy c = +b/2", T_aniso[0], "K")
show("T_t with anisotropy c = -b/2", T_aniso[1], "K")
show("Sextic coefficient assumed", sextic, "(MV/cm)/(uC/cm2)^5", 3)
show("Shift of T_t from sextic term", (a_sextic - a_t)/alpha, "K", 2)
show("Mode energy assumed", mode_meV, "meV")
show("Shift of T_t from quantum saturation", T_quantum - T_t, "K", 2)
show("Background permittivity assumed", eps_background, "(none)")
show("Unscreened (111) plate, P held normal: shift", T_rigid_shift, "K", 3)
show("Unscreened (111) plate, P free to turn: shift",
     (a_turned - a_t)/alpha, "K", 3)
show("Angle of turned P to plate normal",
     np.degrees(np.arccos(abs(P_turned @ n111)/np.linalg.norm(P_turned))),
     "degrees", 3)
show("Block volume where rms fluctuation = P_t", block, "nm3", 3)
show("Edge of that block", block**(1/3), "nm", 3)
show("Formula units in that block", block/formula_volume, "(none)", 2)
show("Edge of block whose barrier is k_B T", (kT/barrier)**(1/3), "nm", 3)
print("all good")
```

Printed output:

```
Td invariants of degree 1,2,3,4 (count): [0, 1, 1, 2]
Input b: 5 (MV/cm)/(uC/cm2)^3
Input g: 8 (MV/cm)/(uC/cm2)^2
Input T0: 40 K
Input Curie constant: 50 K
alpha: 0.2259 (MV/cm)/(uC/cm2)/K
a_t: 0.9481 (MV/cm)/(uC/cm2)
a_t converted to SI: 9.481e+09 V m/C
Threshold found by 3D search: 0.9481 (MV/cm)/(uC/cm2)
Transition temperature T_t: 44.2 K
Jump P_t: 0.6158 uC/cm2
Jump P_t converted to SI: 0.006158 C/m2
Global minimum |P| at 0.999 a_t: 0.6165 uC/cm2
Number of equal polar domain states: 4
Angle between domain polarizations: 109.47 degrees
Polar phase metastable up to a: 1.067 (MV/cm)/(uC/cm2)
Polar phase metastable up to T: 44.72 K
Barrier at T_t: 11.24 mJ/cm3
Reversed polarization above domain state: 719.2 mJ/cm3
Parent susceptibility at T_t: 11.91 (none)
Polar susceptibility along P: 11.91 (none)
Polar susceptibility across P: 1.985 (none)
Entropy drop on cooling: 42.83 mJ/(cm3 K)
Latent heat: 1.893 J/cm3
Rough cubic cell edge used: 0.97 nm
Entropy drop per formula unit: 0.708 k_B
Test field along [111]: 0.01 MV/cm
Shift of T_t in that field: 0.144 K
End-point field: 0.146 MV/cm
End-point temperature: 46.3 K
T_t with anisotropy c = +b/2: 43.6 K
T_t with anisotropy c = -b/2: 45.04 K
Sextic coefficient assumed: 2.77 (MV/cm)/(uC/cm2)^5
Shift of T_t from sextic term: -0.4 K
Mode energy assumed: 12 meV
Shift of T_t from quantum saturation: -0.31 K
Background permittivity assumed: 10 (none)
Unscreened (111) plate, P held normal: shift: -5 K
Unscreened (111) plate, P free to turn: shift: -0.47 K
Angle of turned P to plate normal: 73.7 degrees
Block volume where rms fluctuation = P_t: 5.09 nm3
Edge of that block: 1.72 nm
Formula units in that block: 22 (none)
Edge of block whose barrier is k_B T: 3.79 nm
all good
```
